Adiabatic spin-transfer drift velocity in a cobalt-like line

**Question**

I have a ferromagnetic line with current polarization P = 0.4, magnetization M_s = 1.4 MA/m and current density J = 10 MA/cm². I am to show that the adiabatic spin-transfer drift velocity is about 1.65 m/s.

I understand that electrons crossing a magnetic texture must turn their spins, and that the magnetization takes up the difference. I cannot turn this into a velocity with the right factors of 2, and I do not see which way it points. Also, is this the speed at which a domain wall would move?

**Answer**

The velocity follows from conservation of angular momentum. Whether a wall moves at that speed is a separate question, treated at the end.

**The flux of angular momentum**

Let electrons, of charge −e with e > 0, flow along +x. J is the magnitude of the current density, so J/e electrons cross unit area per unit time. The unit vector m(x,t) is the direction of the magnetization. Majority electrons have their magnetic moment along m, and

P = (J_maj − J_min)/(J_maj + J_min).

The majority therefore carries a fraction (1 + P)/2 of the current and the minority (1 − P)/2.

An electron's spin is opposite to its moment: −(ħ/2)m for a majority electron and +(ħ/2)m for a minority one. Here the adiabatic assumption enters: the spins stay aligned with the local m as the electrons move. The flux of angular momentum along x is then

Q = (J/e) [−(ħ/2)(1 + P)/2 + (ħ/2)(1 − P)/2] m
  = −(ħPJ/2e) m.

**The balance**

The magnetization M_s m stores angular momentum density −M_s m/γ, where γ = gμ_B/ħ > 0. The minus sign is again that of the electron's moment. M_s includes the carriers' own moment, so their spin is counted here. Assume that no spin is lost to the lattice. Keeping the current's contribution alone,

∂(−M_s m/γ)/∂t + ∂Q/∂x = 0.

With P, J and M_s uniform, this is

−(M_s/γ) ∂m/∂t − (ħPJ/2e) ∂m/∂x = 0,

and so

∂m/∂t = −u ∂m/∂x,  u = γħPJ/(2eM_s) = gμ_B PJ/(2eM_s).

Any function m = f(x − ut) solves this equation. Acting alone, the torque carries the texture along +x, with the electrons and against the conventional current. Reversing the current reverses the drift, and P = 0 removes it. The length of m is preserved, because m·∂m/∂x = ½ ∂(m·m)/∂x = 0.

**The number**

For pure spin, g = 2, the two factors of 2 cancel:

u = (μ_B/e)(PJ/M_s).

Since 1 cm² = 10⁻⁴ m², J = 10 MA/cm² = 10¹¹ A/m². Then

μ_B/e = 5.788 × 10⁻⁵ m²/s,
PJ/M_s = 0.4 × 10¹¹/(1.4 × 10⁶) = 2.857 × 10⁴ m⁻¹,
u = 5.788 × 10⁻⁵ × 2.857 × 10⁴ = 1.654 m/s.

This is the required 1.65 m/s.

**The same result from a whole wall**

Put a 180° wall between a left domain with moment along n and a right domain with moment along −n. On average, an electron's spin along n changes from −Pħ/2 to +Pħ/2 on crossing. It gains Pħ, so the magnetization loses Pħ, and its moment along n rises by γPħ = gμ_B P. Per unit area and time the rise is gμ_B PJ/e.

If the wall moves right by dX, material with moment −M_s n becomes material with +M_s n, a change of 2M_s dX per unit area. Equating the rates,

2M_s dX/dt = gμ_B PJ/e,

which gives dX/dt = u. This is the wall's velocity if no other torque changes the moment along n.

**How wide must the wall be?**

Let θ(x) be the angle through which m turns. An electron with velocity v sees m rotate at the rate ω = v dθ/dx. In the frame that turns with m, this rotation acts like an extra field along the rotation axis, beside the exchange splitting E_ex along m. For slow rotation the spin tilts out of the plane of rotation by about

ħ|ω|/E_ex = (ħ|v|/E_ex)|dθ/dx|.

The adiabatic assumption needs this tilt to be small, so the wall must be much wider than ħ|v|/E_ex.

The tilt is odd in v, so the sideways spin flux, v times the tilt, is even. A current is an excess of forward movers and an equal deficit of backward movers, so this leading sideways flux cancels.

I checked this with one-dimensional scattering states: free-electron dispersion, energy 8 eV, splitting 1.5 eV and a tanh wall with width parameter Δ = 8.26 nm. The largest local error of the spin flux, relative to its adiabatic magnitude, is 8.9% for a one-way beam but 0.46% for the current. At fixed energy and splitting, halving Δ raises the latter to 1.93% and doubling it lowers it to 0.11%, close to an inverse-square law. These figures are for a grid of 0.25 bohr; in the continuum limit each rises by about 1% of its value, for example to 9.0% and 1.95%. The polarization is an input here: P = 0.4 is imposed as weights 0.7 and 0.3 on the majority and minority channels, and equal weights give no transfer. The net transfer is 0.400 ħ per electron, the full Pħ, which again gives 1.654 m/s. This tests the transfer across the wall, not the value of P. The model has no disorder or spin relaxation.

**Does a wall move at u?**

Now restore the other torques, with damping α and a nonadiabatic torque of strength β:

∂m/∂t = −γ m×B_eff + α m×∂m/∂t − u ∂m/∂x + βu m×∂m/∂x.

Let x be the easy axis and write m = (cos θ, sin θ cos φ, sin θ sin φ). Take the energy density

w = A(∂θ/∂x)² + K sin²θ + K_h sin²θ sin²φ − M_s B cos θ,

where A is the exchange stiffness, K the easy-axis and K_h the hard-axis anisotropy, and B an applied field along x. For a wall at X with uniform φ, use cos θ = −tanh[(x − X)/Δ]. Then

∂θ/∂x = sin θ/Δ,  ∂θ/∂t = −(dX/dt) sin θ/Δ.

For small tilt Δ = √(A/K), and its change with φ is neglected. The exchange and easy-axis fields then cancel within the wall. What remains of B_eff is −B sin θ along the direction of increasing θ, and −(K_h/M_s) sin θ sin 2φ along that of increasing φ. With m×e_θ = e_φ and m×e_φ = −e_θ, the two components of the equation of motion, divided by sin θ, are

−(1/Δ)dX/dt = −(γK_h/M_s) sin 2φ − α dφ/dt − u/Δ,
dφ/dt = γB − (α/Δ)dX/dt + βu/Δ.

Multiplying the first by −Δ gives

dX/dt = u + u_c sin 2φ + αΔ dφ/dt,  u_c = γK_hΔ/M_s.

Three cases answer your question.

1. K_h = α = β = B = 0. Then φ is constant and the wall moves at u.

2. K_h > 0, α > 0, β = B = 0 and u well below u_c. The second equation becomes dφ/dt = −(α/Δ)dX/dt, so the wall tilts as it moves. It stops when sin 2φ = −u/u_c. Integrating from φ = 0 gives the distance travelled, X = Δ|φ|/α. The current's torque is still present, but the anisotropy torque balances it. At larger u the tilted wall narrows, which lowers the limit: for K_h = K, a resting wall exists only up to u = 0.83u_c.

3. α > 0 and β > 0. In steady motion dφ/dt = 0, and for B = 0 the second equation gives dX/dt = βu/α. The first then requires |βu/α − u| ≤ u_c, a limit that the narrowing again lowers. The speed equals u if β = α. A field B = βu/(γΔ) without current would give nearly the same steady speed, provided that speed is well below u_c.

Direct integration of the full equation tested these cases, with lengths in Δ, times in M_s/(2γK) and drift velocity 0.1. Case 1 gave a speed of 0.0993, against 0.1 from the formula. With K_h = K and α = 0.3, the wall in case 2 stopped after 0.337, against 0.336 from the formula. Adding β = 0.15 gave a speed of 0.0497, against 0.05, and the equivalent field gave the same 0.0497. The shortfall of under 1% in these speeds is mostly discretization error; fourth-order differences give 0.1000, 0.0500 and 0.0499.

**A cobalt-like line**

Your P and M_s are roughly those of cobalt. Take a line 40 nm wide and 20 nm thick, with rough values A = 28 pJ/m and α = 0.01. Approximating its section by an ellipse, the demagnetizing factors are 0 along the line, 1/3 across the width and 2/3 across the thickness. Hence

K = ½μ₀M_s²(1/3 − 0) = 0.411 MJ/m³,
K_h = ½μ₀M_s²(2/3 − 1/3) = 0.411 MJ/m³,
Δ = √(A/K) = 8.26 nm,  u_c = 426 m/s.

The drift velocity is far below u_c. With β = 0, the wall tilts by ½ arcsin(1.654/426) = 1.94 mrad and stops after

8.26 nm × 0.00194/0.01 = 1.60 nm.

With β = α, an ideal wall would keep moving at 1.65 m/s, but the equivalent driving field is just 0.011 mT. If roughness or grains pin the wall with a strength of even 1 mT, this drive will not free it at zero temperature. At 300 K so weak a pin is not secure: for a sinusoidal pinning field of period 10 to 40 nm the barrier in this section is only about 2 to 7 k_BT, so holding the wall at room temperature needs stronger pinning. A drift velocity of 1.65 m/s is therefore compatible with a wall that does not move.

These wall estimates are cruder than u itself. The two domains point towards each other, so the wall carries magnetic charge, which the demagnetizing factors of a long cylinder leave out. Including it, for a tanh wall in a rectangular section of the same size, widens Δ to about 13 nm. The stopping distance becomes about 2.0 nm and the equivalent field about 0.007 mT, so the conclusions stand. Cobalt's crystal anisotropy, roughly 0.5 MJ/m³, is 1.2 times the shape term and varies in direction from grain to grain, which can pin the wall much more strongly than 1 mT. None of this enters the formula for u.

Other corrections do change u. Cobalt's magnetization has an orbital part. If the balance is applied to spin alone, with the orbital moment following the spin and exchanging its angular momentum with the lattice, only the spin part 2M_s/g of the magnetization counts. A rough spectroscopic g = 2.18 then raises u to 1.80 m/s, or 9%. The polarization is uncertain, and u is proportional to it: P = 0.3 instead of 0.4 would lower u by a quarter. Warming the line from 300 K to 378 K, far more than the current does here, would reduce M_s by less than 1% (0.4% in a free-magnon estimate, which tends to be low) and raise u by about as much if P is fixed. With a resistivity of 20 μΩ cm, and a heat sink 200 nm away through a dielectric of 1 W/(m K), steady heating is about 0.8 K if the dielectric surrounds the line, and about twice that for an uncapped line lying on it. The current's own field does not enter u. It is about 0.9 mT at the surface, against a hard-axis field of 586 mT, and averages to zero over a symmetric section with uniform current.

So quote 1.65 m/s as the strength of the adiabatic torque for g = 2. To quote it as a wall speed, you must also state the anisotropy, damping, β and pinning. The numerical output below lists most of the values used here.

Calculated quantities

```
INPUTS
polarization P = 0.4
magnetization Ms = 1.4 MA/m
current density J = 10 MA/cm2 = 1.0e+11 A/m2
muB = 9.27401e-24 J/T, e = 1.60218e-19 C
DRIFT VELOCITY
muB/e = 5.78838e-05 m2/s
P J/Ms = 2.85714e+04 1/m
u from formula, g = 2: 1.6538 m/s
u from scattering transfer: 1.6538 m/s
spin transfer per electron: 0.400000 hbar
its shift on halving the grid: -1.7e-12 hbar
ROUGH LINE PARAMETERS
width 40 nm, thickness 20 nm
exchange stiffness 28 pJ/m
exchange splitting 1.5 eV, energy 8.0 eV
damping alpha = 0.01
demagnetizing factors 0.333 (width), 0.667 (thick)
K easy 0.411, K hard 0.411 MJ/m3
wall width parameter 8.26 nm
SPIN-FLUX ERROR IN A FINITE WALL (largest local, percent)
half width 1.933, full 0.460, double 0.114
full width, one-way beam: 8.92 percent
shift on halving the grid: 3.6e-03 points
WALL DYNAMICS TEST (reduced units)
drift 0.1, alpha 0.3, beta 0.15
speed, no hard axis or damping: 0.0993
hard axis, beta = 0: final speed 3.7e-05
its tilt 0.1009 rad, formula 0.1007 rad
its shift 0.3366, formula 0.3356
speed with beta 0.0497, with equal field 0.0497
NEGLECTED EFFECTS FOR THIS LINE
u with rough cobalt g = 2.18: 1.803 m/s
Ms loss, 300 to 378 K: 0.38 percent
magnon stiffness used: 500 meV A2
resistivity 20 uohm cm, dielectric 1.0 W/(m K)
sink distance 200 nm, heating 0.84 K
field of the current 0.94 mT
hard-axis field 586 mT
threshold drift velocity, beta = 0: 426 m/s
wall tilt 1.94 mrad, stops after 1.60 nm
crystal/shape anisotropy 1.22 (crystal 0.5 MJ/m3)
equivalent field, beta = alpha: 0.0114 mT
```
